# Evaluating Layer-Stack Reflectivity: Parratt Recursion, Abeles Matrices and Thick Layers

## What symmetry fixes

A stack of flat, homogeneous layers looks the same after any shift parallel to its surface. The in-plane wave vector is therefore conserved, and only the depth $z$ remains as a variable. In each layer the field is a sum of one down-going and one up-going wave. Since the wave equation is linear, the amplitudes $(A,B)$ of these waves at one depth are a $2\times2$ matrix times those at another, so the ratio $X=B/A$ transforms as

$$X\;\to\;\frac{c+dX}{a+bX}.$$

Dimensions restrict the coefficients once the problem is reduced, as below, to a one-dimensional equation with continuous field and slope, in which the normal wave numbers are the only inverse lengths. A sharp interface has no length of its own, so its reflection amplitude can depend on the two normal wave numbers only through their quotient $k'/k$. The passage through a layer involves only its own wave number, so its thickness $d$ enters through the dimensionless product $kd$. Crossing a homogeneous layer is a shift in $z$, which multiplies the two waves by $e^{\pm ikd}$.

This structure lies behind a choice met when optical constants from an electronic-structure calculation are turned into a reflectivity: whether the stack is evaluated by Parratt's recursion or by the Abeles matrix product. The two give the same answer in exact arithmetic but behave differently in floating-point arithmetic.

## The wave equation and its conventions

Medium 0 is vacuum, media $1,\dots,N$ are layers of thickness $d_j$, and medium $s=N+1$ is a semi-infinite substrate. Depth $z$ points downward and time enters as $e^{-i\omega t}$. The refractive index is $n=1-\delta+i\beta$ with $\beta\ge0$; if the calculation supplies a dielectric function, $n^2=\varepsilon$. Let $K=2\pi/\lambda$ and let $\theta$ be the glancing angle. Inserting $\psi(z)e^{iKx\cos\theta}$ into $\nabla^2E+K^2n^2E=0$ gives

$$\psi''+k_j^2\psi=0,\qquad k_j^2=K^2(n_j^2-\cos^2\theta).$$

For s-polarized light in non-magnetic, isotropic media, $\psi$ is the electric field. Continuity of the tangential electric and magnetic fields makes $\psi$ and $\psi'$ continuous. The same equations hold for neutrons without spin dependence, with $k_j^2=k_0^2-4\pi\rho_j$. Here $\rho_j$ is the scattering-length density, and absorption requires $\operatorname{Im}\rho_j\le0$. For p-polarized light the continuity conditions differ, and the formulas below do not apply unchanged.

Because $\operatorname{Im}k_j^2\ge0$, the root can be taken with $\operatorname{Re}k_j\ge0$ and $\operatorname{Im}k_j\ge0$. Then $e^{ik_jz}$ travels or decays downward. I assume $k_j\ne0$ and $k_0>0$.

**Guidance.** Check the sign of the absorption first. With this root, $p_j=e^{2ik_jd_j}$ satisfies $|p_j|\le1$. A value above 1 means that the sign of the absorption or the choice of root contradicts the time convention. The converse does not hold. If a code always picks the root with $\operatorname{Im}k_j\ge0$, a wrong sign turns $k_j$ into $-k_j^*$, which leaves $|p_j|$ unchanged and makes $\operatorname{Re}k_j$ negative. Test $\operatorname{Im}k_j^2\ge0$ directly.

## Parratt's recursion

Let $A_j,B_j$ be the amplitudes at the bottom of medium $j$, and $A',B'$ those at the top of medium $j+1$. Continuity of $\psi$ and $\psi'$ reads

$$A_j+B_j=A'+B',\qquad k_j(A_j-B_j)=k_{j+1}(A'-B').$$

Divide the second equation by $k_j$, then add it to and subtract it from the first:

$$2A_j=\Big(1+\tfrac{k_{j+1}}{k_j}\Big)A'+\Big(1-\tfrac{k_{j+1}}{k_j}\Big)B',$$
$$2B_j=\Big(1-\tfrac{k_{j+1}}{k_j}\Big)A'+\Big(1+\tfrac{k_{j+1}}{k_j}\Big)B'.$$

Define

$$r_j=\frac{k_j-k_{j+1}}{k_j+k_{j+1}},\qquad 1+r_j=\frac{2k_j}{k_j+k_{j+1}}.$$

The two brackets are then $2/(1+r_j)$ and $2r_j/(1+r_j)$, so

$$\begin{pmatrix}A_j\\B_j\end{pmatrix}=I_j\begin{pmatrix}A'\\B'\end{pmatrix},\qquad I_j=\frac1{1+r_j}\begin{pmatrix}1&r_j\\r_j&1\end{pmatrix}.$$

The top of layer $j+1$ lies a distance $d_{j+1}$ above its bottom. Hence

$$A'=e^{-ik_{j+1}d_{j+1}}A_{j+1},\qquad B'=e^{ik_{j+1}d_{j+1}}B_{j+1},$$

and $B'/A'=p_{j+1}X_{j+1}$. Dividing the two rows of the interface relation gives Parratt's recursion,

$$X_j=\frac{r_j+p_{j+1}X_{j+1}}{1+r_jp_{j+1}X_{j+1}}.$$

No wave comes up from the substrate, so $X_s=0$; its amplitudes refer to its top surface, so $p_s=1$. The recursion runs upward to $X_0$, and the reflectivity is $R=|X_0|^2$.

## The Abeles product

The Abeles method carries $\psi$ and $\psi'$, which are continuous, through the stack. In one layer with bottom $z_b$, the solution with given values at the bottom is

$$\psi(z)=\psi_b\cos k(z-z_b)+\frac{\psi_b'}k\sin k(z-z_b).$$

Evaluating it and its derivative at $z=z_b-d$ gives

$$\begin{pmatrix}\psi\\\psi'\end{pmatrix}_{\rm top}=N\begin{pmatrix}\psi\\\psi'\end{pmatrix}_{\rm bottom},\qquad N=\begin{pmatrix}\cos kd&-\frac{\sin kd}{k}\\k\sin kd&\cos kd\end{pmatrix}.$$

In the substrate $\psi=te^{ik_sz}$, with $z$ measured from its top. The surface vector is therefore $N_1\cdots N_N(1,ik_s)^Tt$. At the surface $\psi=A_0+B_0$ and $\psi'/(ik_0)=A_0-B_0$. Half the difference and half the sum give $B_0$ and $A_0$, and their quotient is

$$X_0=\frac{\psi-\psi'/(ik_0)}{\psi+\psi'/(ik_0)}=\frac{k_0\psi+i\psi'}{k_0\psi-i\psi'}.$$

The unknown $t$ cancels.

## Why the two methods agree

The matrix

$$W_j=\begin{pmatrix}1&1\\ik_j&-ik_j\end{pmatrix}$$

converts amplitudes into $(\psi,\psi')$. Its columns are eigenvectors of $N_j$. With the layer index dropped, the first column gives

$$N\begin{pmatrix}1\\ik\end{pmatrix}=\begin{pmatrix}\cos kd-i\sin kd\\k\sin kd+ik\cos kd\end{pmatrix}=e^{-ikd}\begin{pmatrix}1\\ik\end{pmatrix}.$$

Replacing $k$ by $-k$ leaves $N$ unchanged and gives the second column, with eigenvalue $e^{ikd}$. Thus $N_j=W_jP_jW_j^{-1}$ with $P_j=\operatorname{diag}(e^{-ik_jd_j},e^{ik_jd_j})$. Continuity at an interface is $W_j(A_j,B_j)^T=W_{j+1}(A',B')^T$, so $W_j^{-1}W_{j+1}=I_j$. The Abeles product becomes

$$\begin{pmatrix}A_0\\B_0\end{pmatrix}=W_0^{-1}N_1\cdots N_NW_s\begin{pmatrix}t\\0\end{pmatrix}=I_0P_1I_1P_2\cdots P_NI_N\begin{pmatrix}t\\0\end{pmatrix}.$$

Now work from the right. The starting vector has ratio $0=X_s$. If the vector at the bottom of medium $j+1$ has ratio $X_{j+1}$, multiplication by $P_{j+1}$ and $I_j$ gives the ratio $X_j$ of Parratt's formula. By induction the final ratio is $X_0$ in both methods, provided that no $A_j$ vanishes on the way.

## When the recursion is well defined

The proviso follows from energy flow. Let $J=\operatorname{Im}(\psi^*\psi')$. Since $|\psi'|^2$ is real,

$$J'=\operatorname{Im}(\psi^*\psi'')=-\operatorname{Im}(k^2)\,|\psi|^2\le0.$$

The flux falls with depth and equals $\operatorname{Re}k_s|t|^2\ge0$ at the top of the substrate, so $J\ge0$ throughout the stack. If $A_j$ were zero, then $\psi=B_j$ and $\psi'=-ik_jB_j$ at the bottom of layer $j$, which gives $J=-\operatorname{Re}k_j|B_j|^2$. For $\operatorname{Re}k_j>0$ this contradicts $J\ge0$ unless $B_j=0$. But then $\psi=\psi'=0$ there and the whole field vanishes, which is excluded.

Hence $A_j\ne0$ whenever $\operatorname{Re}k_j>0$, which any absorption in the layer ensures. The denominators are then nonzero as well, because $A_j=A'(1+r_jp_{j+1}X_{j+1})/(1+r_j)$. In a lossless evanescent layer $\operatorname{Re}k_j=0$, and this argument does not exclude an infinite intermediate $X_j$.

To see what flux implies for the size of $X_j$, insert both waves into $J$:

$$J=\operatorname{Re}\big[k_j(A_j^*+B_j^*)(A_j-B_j)\big].$$

The cross terms $A_jB_j^*-A_j^*B_j$ equal $-2i|A_j|^2\operatorname{Im}X_j$, so

$$\frac{J}{|A_j|^2}=\operatorname{Re}k_j\,(1-|X_j|^2)+2\operatorname{Im}k_j\operatorname{Im}X_j\ge0.$$

In vacuum the last term is absent and $R\le1$. In an absorbing or evanescent layer $|X_j|$ may exceed 1.

**Guidance.** Reject a result with $R>1$ beyond rounding, but do not clip intermediate ratios to the unit circle.

## Why thick layers are harmless in the recursion

Suppose $X$ below a layer is replaced by a slightly wrong value $\tilde X$. With the indices dropped, the numerator of the difference between the two outputs is

$$(r+pX)(1+rp\tilde X)-(r+p\tilde X)(1+rpX).$$

On expansion, $r$ and $rp^2X\tilde X$ cancel. What remains is $p(X-\tilde X)-r^2p(X-\tilde X)$, so

$$\Delta X_{\rm out}=\frac{p(1-r^2)(X-\tilde X)}{(1+rpX)(1+rp\tilde X)}.$$

Both wave numbers lie in the first quadrant, so

$$|k_j+k_{j+1}|^2-|k_j-k_{j+1}|^2=4\operatorname{Re}(k_jk_{j+1}^*)\ge0,$$

which means $|r|\le1$ and $|1-r^2|\le2$. If $|pX|$ and $|p\tilde X|$ are at most $1/2$, each denominator factor is at least $1/2$ in magnitude. Therefore

$$|\Delta X_{\rm out}|\le8|p|\,|X-\tilde X|,\qquad |p|=e^{-2\operatorname{Im}k\,d}.$$

Errors inherited from below are damped by the round-trip attenuation. If $p$ underflows to zero, the recursion returns $X_j=r_j$, the correct limit of an infinitely thick layer.

This result concerns thick absorbing layers. In a layer with little attenuation, a small denominator can magnify an error; near a thin-film resonance this reflects real sensitivity to the input. At the critical angle of a nearly lossless layer it does not. As $k_j\to0$, $r_{j-1}\to1$, $r_j\to-1$ and $p_j\to1$, so numerator and denominator of the step vanish together and digits are lost, while $N_j$ depends smoothly on $k_j^2$ and stays regular with $\sin(k_jd_j)/k_j\to d_j$. For one lossless layer with $k_0d=3$ and $k_s=0.7k_0$, the recursion errs by about $2\times10^{-11}$ at $k_1=10^{-6}k_0$ and is undefined at $k_1=0$, whereas the Abeles product keeps an error near $10^{-16}$. Also, a relative error $\epsilon$ in $k$ changes $p$ by about $2|k|d\,\epsilon$ relative to $p$, so a thick, nearly transparent layer needs accurate optical constants.

**Guidance.** To see whether a buried structure matters, replace everything below the thick layer by more of the same layer, which means $\tilde X=0$. One denominator is then 1, and the change in the ratio just above the layer is at most $4|pX|$ when $|pX|\le1/2$.

## What goes wrong in the matrix product

The factor $e^{-ikd}$ in $P$ has magnitude $e^{\operatorname{Im}k\,d}$, so the matrix entries grow with thickness. This does not by itself spoil the reflectivity. For large $\operatorname{Im}k\,d$, $\cos kd\approx e^{-ikd}/2$ and $\sin kd\approx ie^{-ikd}/2$, hence

$$N\approx\frac{e^{-ikd}}2\begin{pmatrix}1\\ik\end{pmatrix}\begin{pmatrix}1&-i/k\end{pmatrix}.$$

The row vector acting on $(\psi,\psi')^T$ gives $\psi-i\psi'/k=2A$, twice the down-going amplitude at the bottom of the layer, which was shown above to be nonzero when $\operatorname{Re}k>0$. For any such vector entering from below, the result points along $(1,ik)^T$. The row vector affects only the common factor, which cancels in $X_0$. The physically required direction is the one that grows, so the reflectivity stays accurate until the numbers exceed the floating-point range. The quotient then becomes undefined.

The cure is to remove the large factor before multiplying:

$$I_jP_{j+1}=\frac{e^{-ik_{j+1}d_{j+1}}}{1+r_j}\begin{pmatrix}1&r_jp_{j+1}\\r_j&p_{j+1}\end{pmatrix}.$$

The exponential in front cancels in $B_0/A_0$, and the remaining matrix performs Parratt's step. With very many layers the product may still drift in size; dividing it by its largest entry now and then leaves the ratio unchanged.

## Internal fields need a separate choice

To find the field inside the stack, first run the recursion upward. Then set $A_0=1$ and go down with the interface relation solved for $A'$:

$$A'=\frac{(1+r_j)A_j}{1+r_jp_{j+1}X_{j+1}},\qquad A_{j+1}=e^{ik_{j+1}d_{j+1}}A'.$$

At distance $u$ below the top of a layer, the two waves add to

$$\psi(u)=A'\big[e^{iku}+Xe^{ik(2d-u)}\big],\qquad 0\le u\le d.$$

No exponential here exceeds 1 in magnitude.

The tempting alternative is to start from the surface values $\psi=1+X_0$, $\psi'=ik_0(1-X_0)$ and multiply downward by $N_j^{-1}$. In a thick layer the true field falls roughly as $e^{-\operatorname{Im}k\,d}$, while a rounding error contains some of the solution that grows as $e^{+\operatorname{Im}k\,d}$. The error relative to the true field is thus amplified by about $e^{2\operatorname{Im}k\,d}$.

Integrating $J'$ from surface to substrate, with $J=k_0(1-R)$ at the top, gives a check on the fields:

$$1-R=\frac1{k_0}\int_{\rm layers}\operatorname{Im}(k^2)|\psi|^2dz+\frac{\operatorname{Re}k_s}{k_0}|t|^2.$$

## A worked stack

The model has $\lambda=0.15$ nm and these round parameters:

- cap: 20 nm, $\delta=5\times10^{-6}$, $\beta=5\times10^{-8}$
- thick layer: variable $d$, $\delta=2\times10^{-5}$, $\beta=2\times10^{-6}$
- buried film: 30 nm, same constants as the cap
- substrate: $\delta=1\times10^{-5}$, $\beta=2\times10^{-7}$

At $\theta=0.2^\circ$ the thick layer has $k_2=0.0158+0.2215i$ nm⁻¹, so the wave in it is mainly evanescent. Take $d=20$ nm first. The recursion starts with $X_3=r_3=-0.5415-0.7936i$. Multiplication by $p_3=-0.7712-0.4989i$ gives $p_3X_3=0.0217+0.8822i$. With $r_2=0.8158+0.4914i$,

$$X_2=\frac{0.8375+1.3736i}{0.5842+0.7304i}=1.706+0.218i.$$

Here $|X_2|=1.72$, an inner ratio above 1. The flux is still positive: in nm⁻¹, $J/|A_2|^2=0.0158(1-2.959)+2(0.2215)(0.218)=0.066$.

Next, $|p_2|\approx1.4\times10^{-4}$, so $X_1=-0.8156-0.4915i$ differs from $r_1=-0.8158-0.4914i$ by only a few $10^{-4}$. In the last step $p_1X_1=0.8931-0.1096i$ and $r_0=0.4049-0.0096i$, hence

$$X_0=\frac{1.2979-0.1192i}{1.3605-0.0529i}=0.9560-0.0504i,\qquad R=0.9164.$$

The layers absorb a fraction 0.0836 of the incident flux, and about $3\times10^{-6}$ enters the substrate. With $R$ these add to 1 within rounding.

The buried film's influence dies quickly. Removing it changes $X_0$ by $1.2\times10^{-8}$ in magnitude at $d=40$ nm and by $1.7\times10^{-12}$ at 60 nm. The ratio, $1.42\times10^{-4}$, equals $e^{-2(0.2215)(20)}$, as the damping formula predicts.

At $d=1000$ nm, $\operatorname{Im}k_2d=221$, yet for given wave numbers both methods still give $X_0$ with relative errors of order $10^{-16}$. The wave numbers themselves must be computed without cancellation, as $k_j^2=K^2(\sin^2\theta-2w_j+w_j^2)$ with $w_j=\delta_j-i\beta_j=1-n_j$. Subtracting $\cos^2\theta$ from $n_j^2$ in double precision loses about five digits and raises the error of both methods to $4\times10^{-11}$. At 5000 nm the exponent is 1107. The recursion keeps its accuracy and gives $R=0.9165$, while the unscaled matrix returns no number. The largest usable exponent in double precision is 709.78, so the thick layer alone causes overflow near

$$d=\frac{709.78}{0.2215\ \mathrm{nm^{-1}}}\approx3.2\ \text{µm}.$$

At $0.6^\circ$, where the wave propagates and is damped by absorption, the limit is about 71 µm. With several thick layers the exponents add to $\sum_j\operatorname{Im}k_jd_j$. The interfaces can add growth of their own: for two lossless layers with $k_1d_1=k_2d_2=\pi/2$, $N_1N_2=\operatorname{diag}(-k_2/k_1,-k_1/k_2)$, so a stack of many such pairs grows geometrically although the sum is zero.

The downward field march fails much earlier. At $0.2^\circ$ its error relative to the true substrate field is of order $10^{-12}$ for $d=20$ nm, $10^{-6}$ for 50 nm and $10^3$ to $10^4$ for 100 nm; the leading digits depend on the order of the rounded operations. For the last value, $e^{2(22.15)}\approx1.7\times10^{19}$ times a rounding error of $2\times10^{-16}$ gives a few thousand, the right order. The reflectivity from the matrix product is still accurate at that thickness.

The numerical check compares both methods with direct integration of the wave equation, and the thick-layer results with 40-digit arithmetic.

## Choosing the setting

For reflectivity alone, use the recursion or the scaled matrix product, except very near the critical angle of a nearly lossless layer, where $k_j\to0$ and the Abeles matrix is the accurate form. For a stack of few layers, where the interfaces add little growth, the unscaled product is adequate while $\sum_j\operatorname{Im}k_jd_j$ stays well below 700, provided the quotient $X_0$ is formed before it is squared (squaring numerator and denominator separately halves the limit to about 355) and lengths are in units such as nm (in metres the factor $k\sim10^8$ m⁻¹ uses up about 19 of the exponent); evaluate this sum at the smallest angle of the scan, where $\operatorname{Im}k_j$ is largest for fixed optical constants. For internal fields, use the downward formula built on the stored $X_j$, even when the matrix reflectivity looks sound.

None of these choices repairs the model. Rough or graded interfaces, anisotropic layers and lateral structure violate the assumptions made here. A graded profile can be approximated by thin uniform slices, but the result must then be checked against a finer slicing.

## Computed values

```
wavelength 0.15 nm; cap 20.0 nm; buried film 30.0 nm
cap: delta = 5.0e-06, beta = 5.0e-08
thick layer: delta = 2.0e-05, beta = 2.0e-06
buried film: delta = 5.0e-06, beta = 5.0e-08
substrate: delta = 1.0e-05, beta = 2.0e-07
max amplitude error against wave equation, 5 angles: 1.7e-12
max |Parratt - Abeles|, 200 angles 0.05-2 deg: 4.6e-16
Full recursion at 0.2 deg, thick layer 20 nm (media numbered from 0):
k_0 = 0.146216+0.000000j nm^-1
k_1 = 0.061929+0.001417j nm^-1
k_2 = 0.015844+0.221484j nm^-1
k_3 = 0.061929+0.001417j nm^-1
k_4 = 0.002996+0.117139j nm^-1
p_1 = -0.743902+0.582638j
p_2 = 0.000114+0.000084j
p_3 = -0.771231-0.498872j
r_3 = -0.541486-0.793630j, X_3 = -0.541486-0.793630j
r_2 = 0.815831+0.491408j, X_2 = 1.706281+0.218026j
r_1 = -0.815831-0.491408j, X_1 = -0.815594-0.491453j
r_0 = 0.404877-0.009561j, X_0 = 0.955953-0.050407j
R = 0.916388, absorbed in layers = 0.083610, flux into substrate = 0.000003
Thick layer: angle/deg, d/nm, Im(k)d, R Parratt, R matrix,
  relative amplitude errors (Parratt, matrix), log10|t|, march error
0.2 20 4.43 0.91638787 0.91638787 2e-16 2e-16 -1.96 2.7e-12
0.2 50 11.07 0.91653695 0.91653695 1e-16 2e-16 -4.84 1.5e-06
0.2 100 22.15 0.91653695 0.91653695 2e-16 3e-16 -9.65 9.4e+03
0.2 1000 221.48 0.91653695 0.91653695 2e-16 9e-17 -96.22 1.2e+177
0.2 5000 1107.42 0.91653695 nan 2e-16 nan -480.98 nan
0.6 1000 10.03 0.00581151 0.00581151 2e-15 3e-15 -4.34 1.4e-07
0.6 100000 1003.33 0.00581151 nan 2e-15 nan -435.73 nan
largest exponent in double precision: 709.78
overflow thickness at 0.2 deg: 3.20 micrometre
overflow thickness at 0.6 deg: 70.74 micrometre
buried film changes r by 1.203e-08 (d = 40 nm), 1.709e-12 (60 nm)
ratio of changes 1.420475e-04, |exp(2ik*20 nm)| = 1.420475e-04
2000 random stacks: largest R = 0.9966, largest inner |X| = 4.59
largest error gain / |p| in 100000 random steps: 3.823 (bound 8)
```
